\section*{Contact Spin Density from a Global Operator: The Hiller–Sucher–Feinberg Identity}

\section*{Problem: the contact density from a global operator}

For a point nucleus, in the non-relativistic limit and to first order in the hyperfine interaction, the isotropic hyperfine constant is fixed by the spin density at one point. The contact interaction $\tfrac{2\mu_0}{3}g_e\mu_B g_N\mu_N\sum_i\delta(\mathbf r_i)\,\mathbf s_i\cdot\mathbf I$, with $g_e>0$, is matched to $h\,a_{\rm iso}\,\mathbf S\cdot\mathbf I$ by comparing the coefficients of $I_z$ in the state $M_S=S$. With $\rho_s=\langle\sum_i 2s_{zi}\delta(\mathbf r_i)\rangle$ this gives $h\,a_{\rm iso}S=\tfrac{2\mu_0}{3}g_e\mu_Bg_N\mu_N\,\rho_s/2$, so that for $S=\tfrac12$ the constant $a_{\rm iso}$ is $800.2374$ MHz per unit $g_N$ per bohr$^{-3}$ of $\rho_s$. Gaussian $s$ functions have zero slope at their centre, where the exact wavefunction has a cusp, so the problem asks whether $\rho_s$ can be obtained from an average over all space.

Hartree atomic units are used. The Hamiltonian is $H=-\tfrac12\sum_i\nabla_i^2+V$, with $V$ local, real, spin-free and at most Coulomb-singular; nuclei are fixed points. The probed point is the origin. For electron $i$, $r_i=|\mathbf r_i|$, the derivative $\partial_{r_i}$ is taken at fixed angles and fixed other electrons, and $\mathbf L_i$ is its angular momentum about the origin. The numerical check supplies all computed numbers.

\subsection*{(a) The identity}

Let $\phi$ be a normalised, decaying function with bounded gradient, so that $\phi=\phi|_{r=0}+O(r)$ near the origin of one chosen electron ($r\equiv r_i$). Let $D=\partial_r+1/r$ and let $E$ be any real number. Evaluate $2\,\mathrm{Re}\langle D\phi|(H-E)\phi\rangle$, and deduce an operator whose mean value in an eigenstate equals $\rho_\delta=\langle\delta(\mathbf r)\rangle$. Extend the result to $\rho_s$.

\paragraph{Solution.} Put $u=r\phi$, so $u'=\phi+r\partial_r\phi=rD\phi$. Since $\nabla^2\phi=r^{-1}u''-L^2\phi/r^2$,
\begin{equation}
r(H-E)\phi=-\tfrac12u''+\frac{L^2u}{2r^2}+Vu+(T'-E)u ,
\end{equation}
where $T'$ is the kinetic energy of the other electrons. Let $(f|g)$ denote integration over the angles of $\mathbf r$, the other electrons and spin. The volume factor $r^2$ is shared between $rD\phi$ and $r(H-E)\phi$, so the required quantity is $\int_0^\infty dr\,2\,\mathrm{Re}\,(u'|r(H-E)\phi)$, with four terms.

The radial term is a total derivative, $2\,\mathrm{Re}(u'|u'')=\partial_r(u'|u')$. At $r=0$, $u'=\phi|_{r=0}$ is independent of angle, so $(u'|u')=4\pi\rho_\delta$ there:
\begin{equation}
-\tfrac12\big[(u'|u')\big]_0^\infty=2\pi\rho_\delta .
\end{equation}
For the angular term define $\Lambda(r)=(u|L^2u)$. Because $L^2$ is Hermitian on the sphere and commutes with $\partial_r$, $\Lambda'=2\,\mathrm{Re}(u'|L^2u)$, and integration by parts gives
\begin{equation}
\int_0^\infty\frac{\Lambda'}{2r^2}\,dr=\Big[\frac{\Lambda}{2r^2}\Big]_0^\infty+\int_0^\infty\frac{\Lambda}{r^3}\,dr=\Big\langle\frac{L^2}{r^3}\Big\rangle .
\end{equation}
The boundary term vanishes because $\Lambda/r^2=(\phi|L^2\phi)=r^2(\nabla_\perp\phi|\nabla_\perp\phi)=O(r^2)$, $\nabla_\perp$ being the gradient transverse to $\mathbf r$; the same estimate makes the last integral converge. The potential term is
\begin{equation}
\int_0^\infty\!dr\,\Big(V\,\partial_r|u|^2\Big)=\Big[\big(V|u|^2\big)\Big]_0^\infty-\Big\langle\frac{\partial V}{\partial r}\Big\rangle=-\Big\langle\frac{\partial V}{\partial r}\Big\rangle ,
\end{equation}
where the large parentheses denote the same integration. The boundary value is at worst $(Z/r)\,O(r^2)$. Singularities elsewhere give $|\partial_rV|\le C/|\mathbf r-\mathbf R|^2$, integrable in three dimensions. The last term is $\partial_r(u|(T'-E)u)$, because $T'-E$ is Hermitian and independent of $r$, and it integrates to zero because $u(0)=0$. Adding the terms and dividing by $2\pi$,
\begin{align}
\rho_\delta-\rho_{\rm HSF}&=\frac1\pi\,\mathrm{Re}\langle D\phi|(H-E)\phi\rangle, \label{res}\\
\rho_{\rm HSF}&\equiv\frac1{2\pi}\Big\langle\frac{\partial V}{\partial r}-\frac{L^2}{r^3}\Big\rangle . \label{hsf}
\end{align}
For a bound eigenstate the right side of (\ref{res}) vanishes and $\rho_\delta=\rho_{\rm HSF}$: this is the Hiller--Sucher--Feinberg identity. For spin, expand the state in products of one-electron spin functions. As $H$ is spin-free, each spatial coefficient obeys the same eigenvalue equation, so the unnormalised identity holds for each; weighting by $2m_{si}$ and summing gives
\begin{equation}
\rho_s=\frac1{2\pi}\Big\langle\sum_i2s_{zi}\Big(\frac{\partial V}{\partial r_i}-\frac{L_i^2}{r_i^3}\Big)\Big\rangle .
\end{equation}
The proof does not cover nonlocal pseudopotentials, vector potentials or spin--orbit terms, which add pieces to the first equation, nor scattering states, whose boundary terms at infinity survive.

For hydrogenic $1s$, $\partial_rV=Z/r^2$ and $\langle r^{-2}\rangle=4Z^3\int_0^\infty e^{-2Zr}dr=2Z^2$, so $\rho_{\rm HSF}=Z^3/\pi$. For $l>0$ the two terms must cancel, $Z\langle r^{-2}\rangle=l(l+1)\langle r^{-3}\rangle$. The program tests all states with $n\le4$, $Z=2$. The Gaussian $e^{-a|\mathbf r-\mathbf d|^2}$ with $a=0.6$, $d=0.9$ is an eigenstate of $V=2a^2|\mathbf r-\mathbf d|^2$, and $0.17756707-0.08825446=0.08931261$ reproduces $\rho_\delta=0.08931262$ bohr$^{-3}$ within rounding. In $V=-1/r$ the same function is no eigenstate, and both sides of (\ref{res}) equal $-0.03128353$ bohr$^{-3}$. For the exact two-electron Hooke state $(1+r_{12}/2)e^{-(r_1^2+r_2^2)/4}$ in $V=(r_1^2+r_2^2)/8+1/r_{12}$, the trap, repulsion and angular terms give $0.06941195-0.02146268-0.00328964=0.04465963$ bohr$^{-3}$ per electron, equal to $\rho_\delta$. The angular term is nonzero although the total $L$ is zero, because the state depends on the angle between $\mathbf r_1$ and $\mathbf r_2$.

\subsection*{(b) One Gaussian for hydrogen}

For $V=-1/r$ and $\phi^2=(p/\pi)^{3/2}e^{-pr^2}$, $p=2\alpha$, find both estimates at the energy-optimal $\alpha$. Is $\rho_{\rm HSF}$ the better estimate for every $\alpha$?

\paragraph{Solution.} The integrals $\int_0^\infty r^ne^{-pr^2}dr$ are $\tfrac12\sqrt{\pi/p}$, $1/2p$ and $\tfrac38\sqrt\pi\,p^{-5/2}$ for $n=0,1,4$. Multiplying by $4\pi(p/\pi)^{3/2}$ gives $\langle r^{-2}\rangle=2p$, $\langle r^{-1}\rangle=2\sqrt{p/\pi}$ and $\langle r^2\rangle=3/2p$. With $|\nabla\phi|^2=p^2r^2\phi^2$ the kinetic energy is $\tfrac12p^2\cdot3/2p=3p/4$, so
\begin{equation}
\tilde E=\tfrac34p-2\sqrt{p/\pi},\qquad \frac{d\tilde E}{dp}=\tfrac34-\frac1{\sqrt{\pi p}}=0\ \Rightarrow\ p=\frac{16}{9\pi}.
\end{equation}
Hence $\alpha=8/9\pi=0.282942$ and $\tilde E=4/3\pi-8/3\pi=-0.424413$ hartree. Since $L\phi=0$, $\rho_{\rm HSF}=2p/2\pi=p/\pi$, while $\rho_\delta=(p/\pi)^{3/2}$. Relative to the exact $\rho=1/\pi=0.318310$ bohr$^{-3}$,
\begin{equation}
\frac{\rho_\delta}{\rho}=\frac{64}{27\pi^2}=0.2402,\qquad\frac{\rho_{\rm HSF}}{\rho}=\frac{16}{9\pi}=0.5659 .
\end{equation}
The exact value corresponds to $a_{\rm iso}=800.2374\times5.585695\times0.318310=1422.81$ MHz in this model (non-relativistic, fixed point proton); the two estimates give $341.7$ and $805.1$ MHz.

The advantage is not universal. Setting $(p/\pi)^{3/2}=1/\pi$ gives $p/\pi=\pi^{-2/3}$, that is $\alpha=0.732296$: then $\rho_\delta$ is exact and $\rho_{\rm HSF}=0.466194$ bohr$^{-3}$ is too large. The energy of this function, $-0.26712$ hartree, is far above the optimum, yet its HSF error relative to $\rho$, $+46\%$, is close in size to the $-43\%$ at the optimum, and $\rho_{\rm HSF}=p/\pi$ is exact at $p=1$, away from the optimum. With one Gaussian the energy does not rank the HSF errors; part (c) asks what happens when the energy error tends to zero.

\subsection*{(c) Control by the energy}

For hydrogen and real, normalised $s$-type $\phi$, with $\psi=e^{-r}/\sqrt\pi$, $E=-\tfrac12$ and $\eta=\phi-\psi$, decide whether a small energy error $\Delta E=\tilde E-E$ forces a small error in each estimate.

\paragraph{Solution.} Hardy's inequality follows by expanding a square and integrating the cross term by parts ($rf^2\to0$ at both ends):
\begin{equation}
0\le\Big\|\partial_rf+\frac f{2r}\Big\|^2=\|\partial_rf\|^2+\tfrac14\Big\|\frac fr\Big\|^2+\int\! d\Omega\!\int_0^\infty\!\frac r2\,\partial_rf^2\,dr=\|\partial_rf\|^2-\tfrac14\Big\|\frac fr\Big\|^2 ,
\end{equation}
so $\|f/r\|\le2\|\nabla f\|$. Writing $\phi^2-\psi^2=\eta(\phi+\psi)$ and using the Cauchy--Schwarz inequality,
\begin{equation}
|\rho_{\rm HSF}-\rho|\le\frac1{2\pi}\Big\|\frac\eta r\Big\|\Big\|\frac{\phi+\psi}r\Big\|\le\frac2\pi\,\|\nabla\eta\|\,\|\nabla(\phi+\psi)\| . \label{hardy}
\end{equation}
To tie $\|\nabla\eta\|$ to the energy, write $\phi=c\psi+\xi$ with $\xi\perp\psi$ and $c=\sqrt{1-\|\xi\|^2}$, the overall sign of $\phi$ being chosen so that $c\ge0$. As $(H-E)\psi=0$, $\Delta E=\langle\xi|H-E|\xi\rangle\ge\tfrac38\|\xi\|^2$, the gap being $-\tfrac18+\tfrac12$. Also $\langle\xi|r^{-1}|\xi\rangle\le\|\xi/r\|\,\|\xi\|\le2\|\nabla\xi\|\,\|\xi\|\le\tfrac14\|\nabla\xi\|^2+4\|\xi\|^2$, the last step being $(\tfrac12x-2y)^2\ge0$. Therefore $\Delta E\ge\tfrac14\|\nabla\xi\|^2-\tfrac72\|\xi\|^2$, and $\|\nabla\xi\|^2\le4\Delta E+14\cdot\tfrac83\Delta E$. Finally $\eta=\xi-(1-c)\psi$ with $1-c\le1-c^2=\|\xi\|^2=O(\Delta E)$. Since $\|\nabla\psi\|=1$, $\|\nabla\eta\|\le\|\nabla\xi\|+\|\xi\|^2$ and $\|\nabla(\phi+\psi)\|\le2+\|\nabla\eta\|$. So for $\Delta E$ below any fixed value, $|\rho_{\rm HSF}-\rho|$ is bounded by a constant times $\sqrt{\Delta E}$. The right side of (\ref{hardy}) is of first order in $\eta$; part (d) shows that the error itself has a first-order term.

No such bound exists for $\rho_\delta$. Add to $\psi$ a spike $b\,e^{-r^2/\epsilon^2}$. Its squared norm scales as $\epsilon^3$ and its squared gradient norm as $\epsilon^{-2}\epsilon^3=\epsilon$, so $\Delta E\to0$ as $\epsilon\to0$, whereas $\rho_\delta/\rho\to(1+b\sqrt\pi)^2$. To first order in $\epsilon$,
\begin{equation}
\rho_{\rm HSF}-\rho=2\int_0^\infty\!\Big(\frac{2b}{\sqrt\pi}e^{-r^2/\epsilon^2}+b^2e^{-2r^2/\epsilon^2}\Big)dr=\epsilon\Big(2b+b^2\sqrt{\pi/2}\Big).
\end{equation}
For $b=0.3$, $\epsilon=10^{-4}$ the computed values are $\Delta E=2.657\times10^{-5}$ hartree and errors relative to $\rho$ of $1.3462$ (delta) and $2.239\times10^{-4}$ (HSF). The bound concerns only terms of the type $1/r^2$. It does not extend to $L^2/r^3$, which contains two derivatives and a further $1/r$, and which vanishes for $s$ orbitals. A spike $b\,(z/\epsilon)e^{-r^2/\epsilon^2}$ again has $\Delta E\propto\epsilon$ and leaves $\rho_\delta\to\rho$, but it gives $\langle L^2/r^3\rangle\to2b^2\tfrac{4\pi}{3}\int_0^\infty r\,\epsilon^{-2}e^{-2r^2/\epsilon^2}dr=2\pi b^2/3$, so $\rho_{\rm HSF}-\rho\to-b^2/3$ however small $\epsilon$ is. Likewise a $p$ orbital in a finite basis has $\rho_\delta=0$ exactly, while $\rho_{\rm HSF}$ relies on a cancellation that is then incomplete. The advantage of $\rho_{\rm HSF}$ found here and below is shown for $s$ functions on the probed nucleus only.

\subsection*{(d) The first-order error}

For an operator $A$ with exact mean $a$, express $\langle\phi|A|\phi\rangle-a$ through the residual $(H-E)\phi$. Carry this out for $A=1/2\pi r^2$ and $A=\delta(\mathbf r)$ in hydrogen, where $a=1/\pi$.

\paragraph{Solution.} Insert $\phi=\psi+\eta$ and use $\langle\psi|A-a|\psi\rangle=0$. If $\chi$ satisfies $\langle\chi|(H-E)\eta\rangle=\langle\psi|A-a|\eta\rangle$, then, since $(H-E)\eta=(H-E)\phi$,
\begin{equation}
\langle A\rangle_\phi-a=2\langle\chi|(H-E)\phi\rangle+\langle\eta|A-a|\eta\rangle . \label{adj}
\end{equation}
Try $\chi=f\psi$. The product rule with $\psi'=-\psi$ gives, for $r>0$, $(H-E)f\psi=\psi\,[-\tfrac12(f''+2f'/r)+f']$. For $f=k_1\ln r+k_2r$ the bracket is $-k_1/2r^2+(k_1-k_2)/r+k_2$, which equals $1/2\pi r^2-1/\pi$ for $k_1=k_2=-1/\pi$. Adding $1/2\pi r$ to $f$ leaves $f''+2f'/r$ unchanged and adds $-1/2\pi r^2$ through $f'$, so the bracket becomes $-1/\pi$. Moving $H$ from $\eta$ to $\chi$ outside a sphere of radius $\epsilon$, whose outward normal is $-\hat{\mathbf r}$, leaves by Green's theorem
\begin{equation}
\int_{r>\epsilon}\!\big[\chi(H-E)\eta-\eta(H-E)\chi\big]d^3r=2\pi\epsilon^2\,(\chi\eta'-\eta\chi')_{r=\epsilon} .
\end{equation}
For the logarithm $\chi'\sim1/\epsilon$ and the surface term vanishes. With the $1/2\pi r$ term, $\chi'\to-\psi(0)/2\pi\epsilon^2$ and the surface term tends to $\eta(0)\psi(0)=\langle\psi|\delta|\eta\rangle$, as required. Thus
\begin{equation}
\chi_{\rm HSF}=-\frac{\ln r+r}{\pi}\,\psi,\qquad\chi_\delta=\chi_{\rm HSF}+\frac{\psi}{2\pi r}.
\end{equation}
Both estimates have a term linear in the residual, so neither is of second order in $\eta$. The residual of a Gaussian expansion tends to $-\phi(0)/r$ at the nucleus, because its Laplacian is finite there; $\chi_\delta$ weights that region by $1/r$ and $\chi_{\rm HSF}$ only by $\ln r$.

\subsection*{(e) Even-tempered Gaussian bases}

Let $\phi$ be the Rayleigh--Ritz solution in the basis $e^{-\alpha_kr^2}$, $\alpha_k=\alpha_0\beta^k$, with largest exponent $\alpha_{\max}=h^{-2}$. How do the three errors depend on $\alpha_{\max}$ for $h\ll1$? Compare with $\alpha_0=0.01$, $\beta=2$.

\paragraph{Solution.} The Ritz condition $\langle w|H-\tilde E|\phi\rangle=0$ for every $w$ in the basis gives $\langle w|(H-E)\phi\rangle=\Delta E\langle w|\phi\rangle$. Then (\ref{adj}) becomes
\begin{equation}
\langle A\rangle_\phi-a=2\langle\chi-w|(H-E)\eta\rangle+2\Delta E\langle w|\phi\rangle+\langle\eta|A-a|\eta\rangle ,
\end{equation}
so only the part of $\chi$ that the basis cannot represent enters the first term. What follows is a scaling argument, not a proof. Adding one tight function reproduces the tight end of the basis with $r$ rescaled by $\beta^{-1/2}$. Assume that the unrepresented parts are confined to $r\lesssim h$ and depend on $x=r/h$. The cusp term $-r\psi(0)$ is of degree one in $r$, so $\eta=hF(x)$. Since $\ln r=\ln h+\ln x$ and a constant is representable near the origin, $\chi_{\rm HSF}-w=G(x)$; for $1/r$, $\chi_\delta-w=h^{-1}G_\delta(x)$. The leading part of $(H-E)\eta$ is $-\tfrac12\nabla^2\eta\propto h^{-1}$, and the volume element gives $h^3$. Pairing with $\eta$, $G$ and $h^{-1}G_\delta$ in turn,
\begin{equation}
\Delta E\propto\alpha_{\max}^{-3/2},\qquad\Delta\rho_{\rm HSF}\propto\alpha_{\max}^{-1},\qquad\Delta\rho_\delta\propto\alpha_{\max}^{-1/2}.
\end{equation}
The quadratic terms, $\|\eta/r\|^2\sim h^3$ and $\eta(0)^2\sim h^2$, are one order higher, and the term $2\Delta E\langle w|\phi\rangle$ is of order $h^3$ because $\langle w|\phi\rangle\to\langle\chi|\psi\rangle$ is finite. With nuclear charge $Z$, rescaling $r\to r/Z$ shows that relative errors depend on $Zh$.

The table gives errors relative to $1/\pi$ for $N$ functions.
\begin{center}
\begin{tabular}{rrrrr}
$N$ & $\alpha_{\max}$ & $\Delta E$ (hartree) & delta & HSF\\
10 & 5.12 & $1.41\times10^{-3}$ & $-2.48\times10^{-1}$ & $-4.47\times10^{-2}$\\
14 & 81.92 & $2.43\times10^{-5}$ & $-6.28\times10^{-2}$ & $-2.62\times10^{-3}$\\
18 & 1310.72 & $3.91\times10^{-7}$ & $-1.57\times10^{-2}$ & $-1.56\times10^{-4}$\\
24 & 83886.08 & $3.18\times10^{-9}$ & $-1.97\times10^{-3}$ & $-2.38\times10^{-6}$
\end{tabular}
\end{center}
At $N=14$, $a_{\rm iso}$ is $1333.53$ MHz (delta) and $1419.08$ MHz (HSF). At $N=10$, (\ref{adj}) splits the errors as $-0.08466+0.00562$ (delta) and $-0.01483+0.00061$ bohr$^{-3}$ (HSF); the bound (\ref{hardy}), $0.0716$ bohr$^{-3}$, holds but is about five times the actual HSF error.

The power laws describe only the tight end of the basis. The energy error does not go to zero at fixed $\beta$: it levels off at a floor. The HSF error also leaves its power law at large $N$: at $N=30$ it is $-3.27\times10^{-8}$, where scaling from $N=24$ gives $-2.38\times10^{-6}/64=-3.72\times10^{-8}$. A constant cancels in differences. For $N=22,23,24$, in units of $10^{-9}$ hartree, $(8.5089-4.5694)/(4.5694-3.1769)=2.829$, whose base-2 logarithm is $1.500$. The tested exponents are $1.5003$ (energy), $0.5003$ (delta) and $1.0045$ (HSF). Summing the remaining geometric series gives a floor of $3.1769-1.3925/(2^{3/2}-1)=2.415$, against $2.416$ computed at $N=30$. A set with the same $\alpha_0$ and $\beta=1.5$, $N=42$ reaches $0.176$, which shows that the floor is set mainly by the spacing of the exponents.

\subsection*{(f) Lithium at the UHF level}

Show that the identity holds for each spin density of an exact unrestricted Hartree--Fock solution with real $s$ orbitals, and examine Li $^2S$ in finite bases.

\paragraph{Solution.} For occupied orbitals of spin $\sigma$, $(-\tfrac12\nabla^2-Z/r+v_J)\varphi_i-\sum_jv_{ij}\varphi_j=\varepsilon_i\varphi_i$. Spherical sources give $v_{ij}=Q_{ij}(r)/r+\int_r^\infty4\pi\varphi_i\varphi_jr'dr'$ with $Q_{ij}=\int_0^r4\pi\varphi_i\varphi_jr'^2dr'$. On differentiating, $Q_{ij}'/r$ cancels the derivative of the second term, so $v_{ij}'=-Q_{ij}/r^2$, and likewise $v_J'=-Q/r^2$ with $Q$ the enclosed number of electrons of both spins. Multiply by $2u_i'r$ with $u_i=r\varphi_i$, integrate, and sum over $i$. The local terms give $2\pi\rho_\sigma(0)-4\pi\int\rho_\sigma(Z-Q)\,dr$ by part (a). Because $v_{ij}=v_{ji}$, the exchange term is
\begin{equation}
-4\pi\sum_{ij}\int(u_iu_j)'v_{ij}\,dr=4\pi\sum_{ij}\int u_iu_jv_{ij}'\,dr=-4\pi\sum_{ij}\int\varphi_i\varphi_jQ_{ij}\,dr .
\end{equation}
The total is zero, so
\begin{equation}
\rho_\sigma(0)=2\int_0^\infty\!dr\,\Big[\rho_\sigma(Z-Q)+\sum_{ij}\varphi_i\varphi_jQ_{ij}\Big],
\end{equation}
whose right side defines $\rho^{\rm HSF}_\sigma$ in a finite basis. Its limit is the UHF density, so the operator removes no correlation error.

The reference is HSF with $\alpha_k=0.005\cdot2^k$, $N=28$ ($E=-7.4327509$ hartree): total density $13.81477$ and spin density $0.224683$ bohr$^{-3}$. By the $(Zh)^2$ law of part (e) this set still lies low by a relative $9\times2.38\times10^{-6}/8\approx3\times10^{-6}$, which raises the limit of the total by about $4\times10^{-5}$, to about $13.81481$, and moves the percentages below by $0.0003$. A second estimate, from the point values of the same family of solutions, comes from $\rho_{\delta,N}=\rho_\infty-C\,2^{-N/2}$, which gives $\rho_\infty=(\sqrt2\rho_{28}-\rho_{27})/(\sqrt2-1)$; for spin, $(\sqrt2\times0.224215-0.224021)/(\sqrt2-1)=0.22468$, and for the total $13.81479$. Then $a_{\rm iso}/g_N=800.2374\times0.224683=179.80$ MHz at the UHF level. Errors in percent of the reference, with only the $s$ shells of the named bases kept for this spherical solution, are:
\begin{center}
\begin{tabular}{lrrrr}
basis & total $\delta$ & total HSF & spin $\delta$ & spin HSF\\
15s ($\alpha_{\max}=82$) & $-18.7$ & $-2.49$ & $-18.6$ & $-2.39$\\
19s ($1311$) & $-4.71$ & $-0.145$ & $-4.71$ & $-0.143$\\
23s ($20972$) & $-1.18$ & $-0.008$ & $-1.18$ & $-0.008$\\
6-31G & $-6.44$ & $-0.118$ & $-13.0$ & $-7.64$\\
cc-pVDZ & $-4.42$ & $-0.137$ & $-29.0$ & $-22.4$\\
cc-pVTZ & $-2.18$ & $-0.032$ & $+3.57$ & $+1.94$
\end{tabular}
\end{center}
In the uncontracted sets a factor 16 in $\alpha_{\max}$ divides the errors by about 4 and 17, close to the 4 and 16 of part (e). At $\alpha_{\max}=1311$ the errors are about 3 and 9 times those of hydrogen, as dependence on $Zh$ implies. Spin and total errors nearly coincide, consistent with every $s$ orbital having the same form $\varphi(0)(1-Zr)$ near the nucleus.

The contracted sets behave differently. The error of the total density still falls by a factor of 30 or more, but the spin error falls by less than a factor of two, and in cc-pVTZ both spin errors are positive. Part (e) does not apply here, since it assumed a basis flexible everywhere outside $r\sim h$. A plausible cause, left as a conjecture, is that the spin density, under two percent of the total, depends in part on the difference between the two core orbitals, which a contracted core restricts over its whole radial extent, and not only near the nucleus, where the difference $\psi/2\pi r$ between the hydrogenic $\chi_\delta$ and $\chi_{\rm HSF}$ of part (d) is large.

\section*{Computed values}
\begin{verbatim}
a_iso per g_N per bohr^-3 (S=1/2) = 800.2374 MHz; proton g_N = 5.585695
oscillator a=0.6 bohr^-2 d=0.9 bohr: rho=0.08931262 Vterm=0.17756707 Lterm=0.08825446 bohr^-3
same Gaussian in -1/r: HSF=0.12059615 delta-HSF=-0.03128353 residual=-0.03128353 bohr^-3
Hooke per electron: trap=0.06941195 ee=-0.02146268 L=0.00328964 bohr^-3
Hooke per electron: HSF=0.04465963 delta=0.04465963 bohr^-3
H exact: rho=0.318310 bohr^-3, a_iso=1422.81 MHz
H one Gaussian: alpha=0.282942 bohr^-2 E=-0.424413 Eh delta=0.076448 HSF=0.180127 bohr^-3
  ratio to exact: delta=0.2402 HSF=0.5659; a_iso 341.7, 805.1 MHz
counterexample alpha=0.732296 bohr^-2: E=-0.26712 Eh delta=0.318310 HSF=0.466194 bohr^-3
spike 0.3 bohr^-3/2, width 1e-02 bohr: dE=2.630e-03 Eh rel.err delta=1.3462 HSF=2.229e-02
spike 0.3 bohr^-3/2, width 1e-04 bohr: dE=2.657e-05 Eh rel.err delta=1.3462 HSF=2.239e-04
H Ritz, alpha_k=0.01*2^k: N, amax(bohr^-2), dE(Eh), rel.err delta, rel.err HSF, a_iso delta/HSF (MHz)
  10       5.12 1.4101e-03 -2.4831e-01 -4.4679e-02 1069.51 1359.24
  14      81.92 2.4343e-05 -6.2750e-02 -2.6225e-03 1333.53 1419.08
  18    1310.72 3.9055e-07 -1.5719e-02 -1.5612e-04 1400.44 1422.59
  22   20971.52 8.5089e-09 -3.9327e-03 -9.5734e-06 1417.21 1422.79
  23   41943.04 4.5694e-09 -2.7809e-03 -4.7733e-06 1418.85 1422.80
  24   83886.08 3.1769e-09 -1.9667e-03 -2.3807e-06 1420.01 1422.80
  30 5368709.12 2.4160e-09 -2.4587e-04 -3.2713e-08 1422.46 1422.81
exponents in 1/amax (differences, N=22,23,24): energy 1.5003 delta 0.5003 HSF 1.0045
energy floor beta=2: extrapolated 2.4153e-09 Eh, direct N=30 2.4160e-09 Eh
beta=1.5, N=42, amax=165860 bohr^-2: dE=1.7581e-10 Eh
N=10 error linear+quadratic: delta -8.46598e-02 +5.61981e-03; HSF -1.48337e-02 +6.12046e-04 bohr^-3
N=10 |grad eta|=0.05641 bohr^-1, Hardy bound=0.07161 bohr^-3
Li UHF 28s (amax=671089 bohr^-2): E=-7.4327509 Eh
  total rho: delta27=13.77406 delta28=13.78599 extrap=13.81479 HSF=13.81477 bohr^-3
  spin rho: delta27=0.224021 delta28=0.224215 extrap=0.224684 HSF=0.224683 bohr^-3
  a_iso/g_N (HSF) = 179.800 MHz
Li: basis, E(Eh), total delta, total HSF, spin delta, spin HSF (bohr^-3); then errors in %
  15s amax=82: -7.423839 11.2301 13.4705 0.18281 0.21931
     % total -18.709 -2.492  spin -18.638 -2.391
  19s amax=1311: -7.432601 13.1643 13.7947 0.21411 0.22436
     % total -4.708 -0.145  spin -4.707 -0.143
  23s amax=20972: -7.432749 13.6519 13.8136 0.22203 0.22466
     % total -1.179 -0.008  spin -1.179 -0.008
  6-31g: -7.431236 12.9256 13.7985 0.19538 0.20752
     % total -6.436 -0.118  spin -13.041 -7.637
  cc-pvdz: -7.432421 13.2040 13.7959 0.15949 0.17445
     % total -4.421 -0.137  spin -29.015 -22.356
  cc-pvtz: -7.432702 13.5137 13.8104 0.23271 0.22905
     % total -2.179 -0.032  spin 3.573 1.942
\end{verbatim}
